# Pulse heating of a thermally isolated copper line

## The problem

A copper line carries a uniform, constant current density $j=100$ MA/cm². Its resistivity is $\rho=5$ µΩ cm and its heat capacity per volume is $C=3.45\times10^{6}$ J/(m³ K). No heat leaves the line, and $\rho$ and $C$ keep their values while it warms.

(a) Show from the motion of the electrons that the heat released per volume and time is $j^2\rho$.

(b) Find the temperature rise $\Delta T(t)$ and the heating rate in kelvin per nanosecond.

(c) Confirm the result for a whole line 40 nm wide, 80 nm high and 10 µm long, pulsed for 1 ns, using its current, resistance and total heat capacity.

(d) The line starts at 300 K and its two ends are now held at that temperature. By what fraction does this lower the mean rise after 1 ns?

(e) The current heats the electrons first, and they heat the lattice. How far apart are the two temperatures?

## Hints

1. For (a), let an electron fly freely for a time $s$ between collisions, with $s$ distributed as $e^{-s/\tau}/\tau$. The mean of $s^2$ is not $\tau^2$.
2. For (b), write the energy balance of a unit volume. Convert areas with care: 1 cm² is $10^{-4}$ m².
3. For (d), regard the heating as a succession of small uniform temperature steps, each of which then drains through the cold ends.
4. For (e), write one energy balance for the electrons and one for the lattice, and subtract them.

## Solution

**(a) Heat from free flights.** Let $n$ be the number of conduction electrons per volume, $m$ and $e$ the electron's mass and charge magnitude, and $E$ the magnitude of the field. Between collisions an electron gains velocity at the rate $a=eE/m$ along the electric force. Each collision is assumed to randomise the direction of motion.

At a given instant, the time since an electron's last collision is also exponentially distributed with mean $\tau$, because collisions occur at a constant rate regardless of the past. The mean drift velocity is therefore $a\tau=eE\tau/m$, and

$$j=ne\,\frac{eE\tau}{m}\quad\Rightarrow\quad \rho=\frac{E}{j}=\frac{m}{ne^2\tau}.$$

An electron that starts a flight of duration $s$ with velocity component $v_0$ along the force gains the energy

$$\frac m2\left[(v_0+as)^2-v_0^2\right]=m a v_0 s+\frac{m a^2s^2}{2}.$$

The first term averages to zero, since $v_0$ is equally likely to have either sign. For the second,

$$\langle s^2\rangle=\int_0^\infty s^2\,\frac{e^{-s/\tau}}{\tau}\,ds=2\tau^2,$$

so the mean gain per flight is $ma^2\tau^2=(eE\tau)^2/m$. The factor 2 from the spread of flight times cancels the ½ of the kinetic energy. There are $n/\tau$ collisions per volume and time, which gives the power density

$$p=\frac n\tau\,\frac{(eE\tau)^2}{m}=\frac{ne^2\tau}{m}E^2=\frac{E^2}{\rho}=j^2\rho .$$

This is the rate at which the field does work on the electrons. Collisions that only turned the velocity would leave that energy with the electrons; in a metal, inelastic collisions with lattice vibrations pass it on to the lattice as heat, at the rate treated in part (e). With roughly $n=8.5\times10^{28}$ m⁻³, the given resistivity corresponds to a mean free time $\tau$ of about 8 fs and a drift velocity of about 70 m/s.

**(b) The heating rate.** With no heat loss, all of $p$ is stored:

$$C\,\frac{d\Delta T}{dt}=j^2\rho .$$

The right-hand side is constant and $\Delta T(0)=0$, so

$$\Delta T=rt,\qquad r=\frac{j^2\rho}{C}.$$

The conversions are

$$j=\frac{100\times10^{6}\ \text{A}}{10^{-4}\ \text{m}^2}=10^{12}\ \text{A/m}^2,\qquad \rho=5\times10^{-6}\times10^{-2}\ \Omega\,\text{m}=5\times10^{-8}\ \Omega\,\text{m}.$$

Hence $p=10^{24}\times5\times10^{-8}=5\times10^{16}$ W/m³, and

$$r=\frac{5\times10^{16}}{3.45\times10^{6}}\ \text{K/s}=1.449\times10^{10}\ \text{K/s}=14.5\ \text{K/ns}.$$

The size of the line has dropped out, because heating and storage both grow in proportion to volume. The rate is quadratic in $j$: at 1 MA/cm², with $\rho$ and $C$ unchanged, it would be $10^4$ times smaller.

The given $C$ is plausible. The Debye model with a characteristic temperature of roughly 340 K gives $3.3\times10^6$ J/(m³ K) at 300 K for the lattice alone, about 4% below the given value. In that model the heat capacity grows by 0.6% over a rise of 14.5 K, so holding $C$ fixed is harmless here.

**(c) The whole line.** The cross-section is $A=40\times80$ nm² $=3.2\times10^{-15}$ m², and the length is $L=10^{-5}$ m. Then

$$I=jA=3.2\ \text{mA},\qquad R=\frac{\rho L}{A}=\frac{5\times10^{-8}\times10^{-5}}{3.2\times10^{-15}}\ \Omega=156\ \Omega .$$

The voltage is $IR=0.5$ V, so the energy supplied in 1 ns is $0.5\ \text{V}\times3.2\ \text{mA}\times1\ \text{ns}=1.6$ pJ. The heat capacity of the line is $CAL=0.1104$ pJ/K. Their ratio is

$$\Delta T=\frac{1.6\ \text{pJ}}{0.1104\ \text{pJ/K}}=14.5\ \text{K}.$$

**(d) Cold ends.** Let $k$ be the thermal conductivity of the copper and $D=k/C$ its diffusivity. If a long line is warmer than its end by a uniform amount $T_0$, and the end is then held cold, the temperature a distance $x$ from the end after a time $s$ is $T_0\,\mathrm{erf}\!\left(x/\sqrt{4Ds}\right)$. Its slope at $x=0$ is $T_0/\sqrt{\pi Ds}$, so the heat flux out of the end is $kT_0/\sqrt{\pi Ds}$.

The current supplies a step $T_0=r\,dt'$ in each interval $dt'$. Adding the fluxes from all earlier steps, with $s=t-t'$, gives

$$q(t)=\int_0^t\frac{kr\,ds}{\sqrt{\pi Ds}}=\frac{2kr\sqrt t}{\sqrt{\pi D}}.$$

The heat lost per area through one end up to time $t$ is the integral of this flux, $\tfrac43\,kr\,t^{3/2}/\sqrt{\pi D}$. Doubling it for two ends, dividing by the heat supplied per area of cross-section, $CrtL$, and using $k=CD$ gives the lost fraction

$$f=\frac{8}{3\sqrt\pi}\,\frac{\sqrt{Dt}}{L}.$$

This holds while $\sqrt{Dt}\ll L$, so that the two cooled regions do not meet.

The conductivity can be estimated from the Wiedemann–Franz relation, $k=(\pi^2/3)(k_B/e)^2T/\rho$, with $k_B$ Boltzmann's constant. At 300 K it gives $k=147$ W/(m K) and $\sqrt{Dt}=206$ nm after 1 ns. Then $f=1.50\times0.206/10=3.1\%$. This treats the metal as having one temperature; letting the electrons, which carry the heat, run hotter than the lattice as in part (e) raises it to about 3.2%. The loss is concentrated within a few hundred nanometres of each end, and the middle of the line hardly notices it. A line 1 µm long would lose a much larger share.

**(e) Electrons and lattice.** Let the electrons and the lattice have heat capacities $C_e$ and $C_l$ with $C_e+C_l=C$, and let them exchange heat at the rate $g(T_e-T_l)$ per volume. Then

$$C_e\frac{dT_e}{dt}=p-g(T_e-T_l),\qquad C_l\frac{dT_l}{dt}=g(T_e-T_l).$$

Divide each equation by its heat capacity and subtract. With $\delta=T_e-T_l$,

$$\frac{d\delta}{dt}=\frac{p}{C_e}-g\delta\left(\frac1{C_e}+\frac1{C_l}\right).$$

The difference settles where the right-hand side vanishes:

$$\delta=\frac pg\,\frac{1/C_e}{1/C_e+1/C_l}=\frac pg\,\frac{C_l}{C}.$$

With the rough values $g=10^{17}$ W/(m³ K) and $C_e=3\times10^4$ J/(m³ K), $\delta=0.5$ K. It is approached exponentially, with a time constant of about $C_e/g=0.3$ ps. After 1 ns the gap is about 3% of the rise, so one temperature for the whole metal is then a good description. In the first tens of picoseconds the gap is comparable to the rise itself or larger.

## Variation 1: the resistivity rises with temperature

*The line is still isolated and the current is still fixed, but $\rho(T)=\rho_0(1+\beta\Delta T)$, with $\rho_0=5$ µΩ cm. Find $\Delta T(t)$.*

With $r=j^2\rho_0/C$, the energy balance is $d\Delta T/dt=r(1+\beta\Delta T)$. Separating variables and integrating from zero,

$$\frac1\beta\ln(1+\beta\Delta T)=rt\quad\Rightarrow\quad\Delta T=\frac{e^{\beta rt}-1}{\beta}\approx rt\left(1+\frac{\beta rt}{2}\right).$$

The approximation holds for $\beta rt\ll1$. A rough slope of 0.0068 µΩ cm/K gives $\beta=0.0068/5=1.36\times10^{-3}$ K⁻¹. After 1 ns the rise is 14.6 K instead of 14.5 K, an increase of 1%.

The sign depends on the source. At fixed voltage the power density is $E^2/\rho$. If the initial current density is again $j$, then $E=\rho_0 j$ stays constant and $d\Delta T/dt=r/(1+\beta\Delta T)$, with the same $r$ as before. Integration gives $\Delta T+\beta\Delta T^2/2=rt$, and to first order in $\beta rt$ the rise is $rt(1-\beta rt/2)$. Heating then slows itself by the same fraction.

## Variation 2: the line is embedded in oxide

*Oxide surrounds the line on all four sides, and heat crosses the interface at the rate $G$ per area and per kelvin of temperature difference. Resistivity is constant and end losses are left out. For how long may the line be called isolated?*

Take the copper temperature as uniform over the cross-section. This is justified because $G\times(\text{half-height})/k=10^8\times4\times10^{-8}/147\approx0.03$ is small, with the rough value $G=10^8$ W/(m² K). The oxide is never colder than its starting temperature, so the line loses at most $GP\,\Delta T$ per length, where $P=240$ nm is the perimeter. Therefore

$$\frac{d\Delta T}{dt}\ge r-\frac{\Delta T}{\tau_s},\qquad \tau_s=\frac{CA}{GP}=0.46\ \text{ns}.$$

Multiplying by $e^{t/\tau_s}$ turns this into $d(\Delta T\,e^{t/\tau_s})/dt\ge r\,e^{t/\tau_s}$. Integrating from zero, and adding the isolated result as the upper limit,

$$r\tau_s\left(1-e^{-t/\tau_s}\right)\le\Delta T\le rt .$$

Since $1-e^{-x}\ge x-x^2/2$ for $x\ge0$, the shortfall relative to $rt$ is at most $t/(2\tau_s)$. Isolation is thus good to 10% at least up to $0.2\,\tau_s=0.09$ ns.

After 1 ns the bounds are 5.9 K and 14.5 K, too far apart to serve as an estimate. A numerical solution of the heat equation in the cross-section, with oxide of conductivity 1.4 W/(m K) and heat capacity $1.65\times10^6$ J/(m³ K) (both rough), gives 9.3 K. By then 36% of the heat has gone into the oxide. The shortfall reaches 10% at 0.15 ns. Doubling the cell size and the time step, while enlarging the outer box, changed the final rise by 0.2%.

The result lies above the lower bound because the oxide next to the line warms up and draws less heat. When the oxide's conductivity was raised a thousandfold and its heat capacity a millionfold, so that it stayed cold, the calculated rise after 1 ns agreed with the lower bound within 2%.

**Beside a real interconnect.** The resistivity is roughly three times that of bulk copper. Narrow lines exceed the bulk value because surfaces and grain boundaries add scattering; by how much depends on the line's size, grains and surfaces. The current density is far from typical: continuous operation is usually kept to the order of 1 MA/cm², so 100 MA/cm² belongs to a short overload pulse. Over a pulse of 1 ns the weakest assumption is isolation. For this cross-section and these rough oxide values, heat loss to the oxide moves the rise after 1 ns from 14.5 K to about 9 K, whereas the cold ends take 3% and the resistivity feedback adds 1%, each taken separately. A real line also has barrier layers, neighbouring lines and often a dielectric that conducts heat less well than oxide, so 9 K is an estimate for this model and not a prediction for a given chip. The figure of 14.5 K/ns remains the early heating rate, from a few picoseconds on, when electrons and lattice warm at the same pace, until heat begins to leave the copper. In the oxide model that window is short, because the rate falls about twice as fast as the accumulated rise falls short: it is 10% below 14.5 K/ns at 0.07 ns and 18% below at 0.15 ns.

The full set of values is in the numerical output below.

## Calculated quantities

```
GIVEN DATA AND ISOLATED LINE
current density: 1.000e+12 A/m^2
resistivity: 5.000e-08 ohm m
heat capacity: 3.450e+06 J/(m^3 K)
heating power density: 5.000e+16 W/m^3
heating rate: 1.4493e+10 K/s = 14.49 K/ns
pulse length: 1.0 ns
isolated rise after pulse: 14.49 K
WHOLE LINE
width, height: 40, 80 nm
length: 10 um
starting temperature: 300 K
current: 3.20 mA
resistance: 156.25 ohm
voltage: 0.500 V
energy in pulse: 1.600 pJ
line heat capacity: 0.1104 pJ/K
MICROSCOPIC CHECK
electron density (rough): 8.50e+28 m^-3
mean free time: 8.35 fs
drift velocity: 73.4 m/s
heat from free flights: 5.000e+16 W/m^3
Debye temperature (rough): 340 K
Debye heat capacity: 3.305e+06 J/(m^3 K)
its change over isolated rise: 0.57 %
RESISTIVITY FEEDBACK, NO LOSS
resistivity slope (rough): 0.0068 microohm cm/K
relative slope beta: 1.36e-03 1/K
rise with feedback: 14.64 K
LINE EMBEDDED IN OXIDE, CONSTANT RESISTIVITY
interface conductance (rough): 1.0e+08 W/(m^2 K)
oxide conductivity (rough): 1.40 W/(m K)
oxide heat capacity (rough): 1.65e+06 J/(m^3 K)
oxide diffusion length in pulse: 29.1 nm
side-loss time: 0.460 ns
lower bound on rise after pulse: 5.91 K
computed rise at 0.1 ns: 1.343 K
isolated rise at 0.1 ns: 1.449 K
computed rise after pulse: 9.29 K
share of heat lost to oxide: 35.9 %
guaranteed 10 % window: 0.092 ns
computed 10 % shortfall time: 0.147 ns
change with grid and box: 0.19 %
COLD ENDS AND ELECTRON LAG
copper conductivity: 146.6 W/(m K)
copper diffusion length: 206 nm
mean rise lost to cold ends: 3.10 %
electron-lattice coupling (rough): 1.0e+17 W/(m^3 K)
electronic heat capacity (rough): 3.0e+04 J/(m^3 K)
electron temperature above lattice: 0.496 K
```
